# Why the one-third-coupler CNOT gate succeeds with probability one ninth

## Question

I am trying to verify the postselected linear-optical controlled-NOT gate for a silicon photonic chip, and my truth table comes out wrong.

There are six waveguides, in the order $v_c, c_0, c_1, t_0, t_1, v_t$. The control qubit is one photon in $c_0$ (value 0) or $c_1$ (value 1), and the target qubit is one photon in $t_0$ or $t_1$. The outer guides $v_c$ and $v_t$ start empty. The target rails meet in a 50:50 coupler, then three couplers of "reflectivity 1/3" act on the pairs $(v_c,c_0)$, $(c_1,t_0)$ and $(t_1,v_t)$, then the target rails meet in a second 50:50 coupler. A run is kept if one photon is found in the control rails and one in the target rails. The claim is that the kept runs show a CNOT, with success probability 1/9 for every input.

I have three problems.

1. With ordinary directional couplers, my target flips when the control is 0, not when it is 1.
2. I then replace each 50:50 coupler by a Hadamard matrix and, for control 1, add the probabilities of the ways to get each outcome. I find 1/9 for the flipped target, but 2/9 for the unflipped one.
3. I am not sure whether "1/3" is the power that stays in a guide or the power that crosses. And why should the success probability be the same for all inputs, when the photons meet in a coupler only for some of them?

## Answer

The second problem is the central one: the two ways lead to the same final state, so their amplitudes must be added before squaring. The first is a missing phase of $\pi$, and the third is settled by the calculation: one third is the power that **stays**.

### Conventions and the two-photon rule

Take lossless couplers, photons with identical wave packets, and detectors that count photons. A coupler that keeps a power fraction $\eta$ in each guide acts on the creation operators as

$$a^\dagger\to\sqrt{\eta}\,a^\dagger+i\sqrt{1-\eta}\,b^\dagger,\qquad b^\dagger\to i\sqrt{1-\eta}\,a^\dagger+\sqrt{\eta}\,b^\dagger .$$

The factor $i$ belongs to the symmetric directional coupler and makes the transformation unitary.

For a whole circuit, write $a_a^\dagger\to\sum_p U_{pa}a_p^\dagger$. Two photons entering different guides $a$ and $b$ become

$$a_a^\dagger a_b^\dagger|{\rm vac}\rangle\to\sum_{p,q}U_{pa}U_{qb}\,a_p^\dagger a_q^\dagger|{\rm vac}\rangle .$$

For two different output guides, the state $a_p^\dagger a_q^\dagger|{\rm vac}\rangle$ occurs twice in this sum, once in each order. Creation operators commute, so the two terms add:

$$A(a,b\to p,q)=\underbrace{U_{pa}U_{qb}}_{\text{direct}}+\underbrace{U_{pb}U_{qa}}_{\text{exchange}} .$$

Let $p$ be the control output and $q$ the target output. In the direct term each photon ends in its own qubit's rails; in the exchange term they trade places.

### The three central couplers

Leave the 50:50 couplers aside for a moment, and put one photon in a control rail and one in a target rail just before the central couplers. Which kept outcomes are possible?

**Photons in $c_0,t_0$.** The $c_0$ photon can reach only $c_0$ or $v_c$, so the photon found in the target rails must be the one from $t_0$. It must stay in $t_0$, and the control photon must stay in $c_0$. The amplitude is $\sqrt\eta\,\sqrt\eta=\eta$.

**Photons in $c_0,t_1$.** The $t_1$ photon can reach only $t_1$ or $v_t$. Again both must stay, with amplitude $\eta$.

**Photons in $c_1,t_1$.** The $t_1$ photon cannot reach the control rails, so the control photon must stay in $c_1$. The target photon must then stay in $t_1$. The amplitude is $\eta$.

**Photons in $c_1,t_0$.** Both enter the same coupler. One photon leaves in each guide if both stay or if both cross:

$$\sqrt\eta\,\sqrt\eta+\left(i\sqrt{1-\eta}\right)^2=\eta-(1-\eta)=2\eta-1 .$$

In every case the kept photons are in the rails they started from, so the control value cannot change in a kept run. In the order $00,01,10,11$ (control first), the kept amplitudes form the diagonal matrix

$$K=\mathrm{diag}(\eta,\ \eta,\ 2\eta-1,\ \eta).$$

A controlled sign gate needs equal magnitudes and one reversed sign:

$$2\eta-1=-\eta\quad\Longrightarrow\quad \eta=\tfrac13 .$$

The other way to equal magnitudes, $2\eta-1=+\eta$, gives $\eta=1$: nothing couples and nothing happens. With $\eta=1/3$,

$$K=\tfrac13\,\mathrm{diag}(1,1,-1,1).$$

This answers the question about equal success. Where the photons do not meet, the amplitude is $1/3$ because each must stay in its guide. For $c_0$ and $t_1$, the empty guides $v_c$ and $v_t$ take the photons that cross. A photon that crosses from $c_1$ or $t_0$ enters the other qubit's rails instead, and with no photon crossing the other way the run is rejected. Where they meet, the amplitude is $1/3-2/3=-1/3$. The losses have been chosen to match the magnitude left by interference.

### The target couplers and the missing phase

In the basis $(t_0,t_1)$ a 50:50 directional coupler is

$$B=\frac1{\sqrt2}\begin{pmatrix}1&i\\ i&1\end{pmatrix}.$$

Used without phase shifters, it explains your first problem. For control 0 the central couplers multiply both target rails by $1/3$, leaving

$$B^2=\frac12\begin{pmatrix}1+i^2&2i\\2i&i^2+1\end{pmatrix}=i\begin{pmatrix}0&1\\1&0\end{pmatrix}=iX ,$$

which is a flip. For control 1, the central matrix is $\frac13\mathrm{diag}(-1,1)$, and

$$B\begin{pmatrix}-1&0\\0&1\end{pmatrix}B=\frac12\begin{pmatrix}-1+i^2&-i+i\\-i+i&-i^2+1\end{pmatrix}=\begin{pmatrix}-1&0\\0&1\end{pmatrix},$$

which is no flip. Every kept outcome is therefore the wrong one, with total probability 1/9. Exchanging the names of the two target outputs would repair the truth table.

To obtain the CNOT with its phases as well, put a phase factor $-i$ on $t_1$ before and after each 50:50 coupler. With $F=\mathrm{diag}(1,-i)$,

$$FBF=\frac1{\sqrt2}\begin{pmatrix}1&i(-i)\\(-i)i&(-i)^2\end{pmatrix}=\frac1{\sqrt2}\begin{pmatrix}1&1\\1&-1\end{pmatrix}=H ,$$

the Hadamard matrix. Between the target couplers the two factors multiply to $(-i)^2=-1$, the missing phase of $\pi$. The outermost phases do not affect the truth table, but they matter for superpositions. The input phase acts on superpositions of target inputs, and the output phase also acts when only the control is in a superposition: without it, the Bell state obtained below would be proportional to $|00\rangle+i|11\rangle$.

The final 50:50 coupler moves a photon only between target rails and does not change their total photon number. Selecting on the numbers at the detectors is therefore the same as selecting just after the central couplers, and we may place $K$ between two Hadamards.

For control 0, the target undergoes $\frac13HH=\frac13\mathbb 1$. For control 1,

$$\frac13H\begin{pmatrix}-1&0\\0&1\end{pmatrix}H
=\frac16\begin{pmatrix}1&1\\1&-1\end{pmatrix}\begin{pmatrix}-1&-1\\1&-1\end{pmatrix}
=\frac16\begin{pmatrix}0&-2\\-2&0\end{pmatrix}=-\frac13X .$$

A phase shifter of $\pi$ on $c_1$ removes the minus sign. The complete matrix of kept amplitudes is

$$G=\frac13\begin{pmatrix}1&0&0&0\\0&1&0&0\\0&0&0&1\\0&0&1&0\end{pmatrix}=\frac13\,\mathrm{CNOT}.$$

### The same result, path by path

Now your second problem. Take control 1, target input $t$ and target output $q$, and include the $\pi$ phase on $c_1$.

*Direct term.* The control photon stays in $c_1$, with amplitude $-1/\sqrt3$. The target photon passes $H$, keeps amplitude $1/\sqrt3$ in either rail, and passes $H$ again. Since $HH=\mathbb 1$, it returns to its input rail:

$$D=-\frac1{\sqrt3}\cdot\frac1{\sqrt3}\,\delta_{qt}=-\frac13\,\delta_{qt}.$$

*Exchange term.* The target photon goes through $H$ into $t_0$ (factor $1/\sqrt2$), crosses to $c_1$ (factor $i\sqrt{2/3}$), and picks up $-1$ there. The control photon crosses to $t_0$ (factor $i\sqrt{2/3}$) and leaves through $H$ in rail $q$ (factor $1/\sqrt2$). Both Hadamard factors are positive for any $t$ and $q$, because they come from the first column and first row of $H$. Hence

$$E=(-1)\left(i\sqrt{\tfrac23}\right)^2\left(\tfrac1{\sqrt2}\right)^2=+\frac13 .$$

For the unflipped target $D+E=-\frac13+\frac13=0$. For the flipped one $D+E=0+\frac13=\frac13$. Your sum of probabilities gave $\frac19+\frac19=\frac29$ for the unflipped outcome, which is right for photons that can be told apart and wrong for identical ones. For control 0 there is no exchange term, since the $c_0$ photon cannot reach the target rails.

### Every input, not just four

The truth table alone fixes only the magnitudes in $G$; the phases decide which state is kept. Any normalized input $|\psi\rangle$ has success probability

$$P=\langle\psi|G^\dagger G|\psi\rangle=\tfrac19\langle\psi|\mathrm{CNOT}^\dagger\,\mathrm{CNOT}|\psi\rangle=\tfrac19=11.1\,\% ,$$

because CNOT is unitary. The value $1/9$ does not depend on the phases of the four nonzero entries, since a permutation matrix with any phases is still unitary. This includes superpositions and entangled inputs. For example, the product state $(|00\rangle+|10\rangle)/\sqrt2$ gives $\frac13(|00\rangle+|11\rangle)/\sqrt2$. Its two amplitudes are $0.2357$, their squares add to $1/9$, and the kept state is a Bell state.

Here the selection is made by detecting the photons at the outputs. In the rejected runs, for instance, both photons may sit in $c_1$. If the outputs were fed straight into a second such gate, its $(c_1,t_0)$ coupler could separate them again, and a failed run could pass the final selection. The result $\frac13$CNOT per gate therefore cannot simply be multiplied along a chain.

### If one third is the power that crosses

For general $\eta$, control 0 gives the right result with probability $\eta^2$. For control 1 the target matrix, with the $\pi$ phase on $c_1$, is

$$-H\begin{pmatrix}2\eta-1&0\\0&\eta\end{pmatrix}H .$$

The product $H\,\mathrm{diag}(x,y)\,H$ has diagonal elements $(x+y)/2$ and off-diagonal elements $(x-y)/2$. The wrong (unflipped) and right (flipped) amplitudes are thus

$$A_{\rm wrong}=\frac{1-3\eta}2,\qquad A_{\rm right}=\frac{1-\eta}2 .$$

If one third crosses and the rail labels are left as they are, then $\eta=2/3$. Control 0 succeeds with probability $4/9$, but control 1 gives the right result with probability $1/36=0.028$ and the wrong one with $1/4$. The device is then not a CNOT. A small error is milder: at $\eta=0.30$, with perfect 50:50 couplers, the probabilities are $0.0900$ for control 0, and $0.1225$ right and $0.0025$ wrong for control 1.

### Photons that are not quite identical

Let $V$ be the squared overlap of the two wave packets, each in a pure state. Split the target photon's packet into a part with amplitude $\sqrt V$ that matches the control photon and an orthogonal part with amplitude $\sqrt{1-V}$. For the matching part, direct and exchange amplitudes add. For the orthogonal part they lead to different final states, so probabilities add:

$$P=V|D+E|^2+(1-V)\left(|D|^2+|E|^2\right).$$

For control 1 this gives

$$P_{\rm wrong}=\frac{2(1-V)}9,\qquad P_{\rm right}=\frac V9+\frac{1-V}9=\frac19 .$$

The wrong fraction of kept runs is

$$\frac{P_{\rm wrong}}{P_{\rm right}+P_{\rm wrong}}=\frac{2(1-V)}{3-2V}.$$

At $V=0$ it is $2/3$, which is your result. A higher rate of kept runs for control 1 is then a sign of failure, not of a better gate. Control 0 is unaffected, as $E=0$.

### Numbers for a silicon chip

Take strip waveguides at 1550 nm whose couplers transfer all power after a rough length of 45 µm. In coupled-mode theory $da/dz=i\kappa b$ and $db/dz=i\kappa a$, so light starting in $a$ has $a=\cos\kappa z$ and $b=i\sin\kappa z$. Full transfer at $\kappa z=\pi/2$ gives $\kappa=\pi/(2\times45\ \mu\mathrm m)=0.0349$ rad/µm. The lengths are

$$L_{1/3}=\frac{\arccos(1/\sqrt3)}{\kappa}=27.4\ \mu\mathrm m,\qquad L_{1/2}=\frac{\pi/4}{\kappa}=22.5\ \mu\mathrm m .$$

**Rate.** Suppose a source pulsed at 50 MHz emits $n$ pairs with probability $(1-x)x^n$, where $x=0.02$. Each photon suffers 10 dB of loss, equal on all paths and including the detectors, so its transmission is $T=0.1$. Both photons must survive, and single pairs give

$$5\times10^7\times0.98\times0.02\times\frac{0.1^2}{9}\ \mathrm{s^{-1}}\approx1090\ \text{right coincidences per second}.$$

The 1/9 thus refers to a photon pair in a lossless circuit; here it is multiplied by $T^2$.

The following effects are sized one at a time, with everything else ideal unless stated. Wrong fractions are relative to all accepted runs for that input.

**Distinguishability.** For $V=0.97$ the wrong fraction for control 1 is $0.06/1.06=5.7\,\%$.

**Coupler error.** Let all coupling angles be 3 % too large. The kept fraction falls from $1/3$ to $\eta'=0.3066$, and control 0 succeeds with probability $\eta'^2=0.094$ and no wrong results. For control 1 the success probability, now counting all kept runs, is $0.1205$ for input 10 and $0.1231$ for input 11. Their wrong fractions differ: 0.47 % and 2.6 %. The reason is that the 50:50 couplers are off as well. With $C=\cos^2(1.03\,\pi/4)=0.476$ and $S=1-C=0.524$, and including the $\pi$ phase between the target couplers, the unflipped amplitudes are, up to phase factors,

$$\begin{aligned}
10:&\quad C(2\eta'-1)+S\eta'\approx-0.024,\\
11:&\quad S(2\eta'-1)+C\eta'\approx-0.056 .
\end{aligned}$$

Their squares, divided by the success probabilities, reproduce the two wrong fractions.

**Temperature.** An extra phase $\phi$ between the target couplers changes the inner matrix to $\mathrm{diag}(\pm1,e^{i\phi})/3$. The wrong amplitude has magnitude $|1-e^{i\phi}|/6$ for either control value, hence a wrong fraction $\sin^2(\phi/2)$. For 200 µm arms differing by 0.5 K, with a rough index slope of $1.8\times10^{-4}$ per K,

$$\phi=\frac{2\pi\times200\times1.8\times10^{-4}\times0.5}{1.55}=0.073\ \text{rad},$$

and the wrong fraction is 0.13 %.

**Double pairs.** Let the detectors report only click or no click, and accept one click per qubit. With the source and the 10 dB loss given above, two-pair pulses then cause wrong fractions of 3.4 % for control 0 and 6.1 % for control 1, with three or more pairs left out; summing over all pair numbers raises these to 3.5 % and 6.4 %. Even control 0 is affected: one target photon can cross to $c_1$ and click there, while its partner clicks in a target rail and both control photons are lost.

**Background.** With 100 dark counts per second per detector and a 1 ns window, photon-dark coincidences are estimated at no more than 0.04 per second, a value that ignores the photons lost to the outer guides. The thermal occupation at 300 K is about $4\times10^{-14}$ photons per mode. Both are negligible here.

These parameters are round values meant to be plausible for silicon strip-waveguide chips, not data from one device. The transfer length depends strongly on the gap between the guides, and the bends leading into and out of a coupler also transfer some power, which the lengths above leave out. The coupler lengths must therefore be recalculated for a given layout. Of the effects sized here, imperfect overlap of the photons and double pairs damage the truth table most, each causing up to about 6 % wrong results. The coupler error acts mainly on the equality of success, spreading it from $0.111$ to between $0.094$ and $0.123$. Unequal losses in the rails, which I have not included, can also disturb that equality, and a loss in only one target rail between the two 50:50 couplers causes wrong results as well. The numerical output lists the amplitudes for all four inputs.

## Computed values

```
Kept amplitudes (control,target), dimensionless
in   out  direct    exchange  sum       probability
00   00   0.33333   0.00000   0.33333   0.11111
00   01   0.00000   0.00000   0.00000   0.00000
01   00   0.00000   0.00000   0.00000   0.00000
01   01   0.33333   0.00000   0.33333   0.11111
10   10  -0.33333   0.33333   0.00000   0.00000
10   11   0.00000   0.33333   0.33333   0.11111
11   10   0.00000   0.33333   0.33333   0.11111
11   11  -0.33333   0.33333   0.00000   0.00000
Success probability per input: [0.111111 0.111111 0.111111 0.111111]
Success probability in percent: 11.111 %
Input (00+10)/sqrt2, kept amplitudes 00,01,10,11: [0.235702, 0.0, 0.0, 0.235702]
  its success probability: 0.111111
Kept fraction eta: P(control 0), P right, P wrong (control 1)
  0.3000: 0.09000, 0.12250, 0.00250
  0.3333: 0.11111, 0.11111, 0.00000
  0.6667: 0.44444, 0.02778, 0.25000
No phase shifters: P right, P wrong: 0.0 0.111111
Distinguishable, control 1: P right 0.11111, wrong 0.22222
Wavelength: 1550 nm
Full-transfer length: 45.0 um
Coupling strength: 0.03491 rad/um
Coupler length, 1/3 kept: 27.37 um
Coupler length, 1/2 kept: 22.50 um
Pulse rate: 50 MHz; pair parameter x: 0.02
Loss per photon: 10 dB; transmission: 0.100
Right coincidences from single pairs: 1089 per s
Overlap V: 0.97; wrong fraction, control 1: 5.66 %
Coupling error: 3 %; kept fraction becomes 0.3066
  success probability per input: [0.094   0.094   0.1205  0.12312]
  wrong fraction per input (%): [0.    0.    0.469 2.586]
Arm length 200 um, difference 0.5 K, dn/dT 1.8e-04 per K
  phase error 0.0730 rad; wrong fraction 0.133 %
Double pairs, wrong fraction per input (%): [3.36 3.36 6.11 6.11]
Dark rate 100 per s per detector, window 1 ns
  photon-dark coincidences, estimate: 0.040 per s
Thermal photons per mode at 300 K: 3.7e-14
```
